# Independent Areas and Time Rescaling Force a Weibull Oxide Lifetime

Suppose that enlarging a gate oxide changes its lifetime statistics in one way: everything happens sooner by a common factor. The lifetime law then has a symmetry. Multiply the area by $r$, divide all times by a suitable $c(r)$, and the survival probability is unchanged. If separate areas also fail independently, the negative logarithm of the survival, a dimensionless number $H$, is proportional to area. Enlarging the area multiplies $H$ by $r$, and the symmetry says that stretching time by $c(r)$ does the same. A function that answers every stretch of its argument with a constant factor has no preferred time at which its shape could change, so it must be a power, $H\propto A\,t^{\beta}$. On a plot of $\ln H$ against $\ln t$, the curve moved up by any amount coincides with itself moved sideways, and a rising curve with this property is a straight line. The survival $e^{-H}$ is then a Weibull law.

The argument needs its assumptions stated. Let $S_A(t)$ be the probability that an oxide of area $A$ has not broken down after time $t>0$ under constant stress, with time counted from the start of stress. The first breakdown counts as failure. Assume that

(i) disjoint areas fail independently;

(ii) the survival of a piece depends on its area alone, not on its place or shape;

(iii) for every real $r>1$ there is a number $c(r)>0$, independent of time, with
$$S_{rA}(t)=S_A\big(c(r)\,t\big)\quad\text{for all } t>0;$$

(iv) at some time $t_1$ the survival lies strictly between 0 and 1.

The last condition removes degenerate cases. If every device died at one fixed time, for example, $S$ would be 1 before it and 0 after it, and (iii) would hold with $c=1$. No continuity or differentiability of $S$ is assumed. That $S$ cannot rise with time follows from its meaning.

The first step is proportionality to area. Define $H_A(t)=-\ln S_A(t)$, which lies between 0 and $\infty$ and never decreases with time. A device made of disjoint areas $A$ and $B$ survives if both survive, so $S_{A+B}=S_AS_B$ and
$$H_{A+B}(t)=H_A(t)+H_B(t).$$
Since $H_B\ge 0$, $H_A$ does not decrease with area. Fix $t$. If $H_A$ is infinite for one area, it is infinite for half that area, because twice the half value is infinite. Repeated halving and monotonicity then make it infinite for all areas, and $H_{rA}=rH_A$ holds trivially. If it is finite, adding $n$ equal pieces gives $H_{nA}=nH_A$. Cutting $A$ into $n$ pieces gives $H_{A/n}=H_A/n$, so $H_{(m/n)A}=(m/n)H_A$. A real $r$ can be enclosed between rationals as close as desired, and monotonicity in area then encloses $H_{rA}$ between values that both approach $rH_A$. Hence
$$H_{rA}(t)=r\,H_A(t).$$

Now keep one reference area $A_0$ and write $H$ for $H_{A_0}$. Taking the negative logarithm of (iii) gives the functional equation
$$r\,H(t)=H\big(c(r)\,t\big),\qquad r>1,\; t>0 .$$

By (iv), $0<H(t_1)<\infty$. The equation gives $H(c(r)t_1)=rH(t_1)>H(t_1)$. If $c(r)$ were 1 or less, the left side could not exceed $H(t_1)$, so $c(r)>1$: larger areas fail sooner. Applying the equation $n$ times, and also backwards with $t=t_1/c$, gives
$$H(c^{\,n}t_1)=r^{\,n}H(t_1),\qquad n=0,\pm1,\pm2,\dots$$
The times $c^nt_1$ run from arbitrarily early to arbitrarily late, so any $t$ lies between two of them. Therefore $H$ is finite and positive at every $t>0$, tends to zero as $t\to0$, and grows without bound as $t\to\infty$. A fraction of devices dead at time zero and a fraction that never dies are both excluded.

The factor $c(r)$ is unique. Suppose $c<c'$ both served the same $r$. Then $H(ct)=H(c't)$ for all $t$. With $s=ct$ and $q=c'/c>1$ this reads $H(s)=H(qs)$, and repetition gives $H(s)=H(q^ns)$ for every $n$. Since $q^ns$ grows without limit, $H$ would be bounded, which has just been excluded.

Uniqueness turns successive enlargements into a multiplication rule. For $r,s>1$,
$$H\big(c(r)c(s)t\big)=rH\big(c(s)t\big)=rs\,H(t)=H\big(c(rs)t\big)$$
for all $t$. Both $c(r)c(s)$ and $c(rs)$ serve the ratio $rs$, so they are equal. Put $g(x)=\ln c(e^x)$ for $x>0$. Then
$$g(x+y)=g(x)+g(y),\qquad g(x)>0 .$$
Positivity makes $g$ increasing. Additivity gives $g(m/n)=(m/n)g(1)$, and enclosing a real $x$ between rationals gives $g(x)=x\,g(1)$. Define the positive number $\beta=1/g(1)$. Then
$$c(r)=r^{1/\beta}.$$

The form of $H$ follows at once. For $t>t_1$ choose $r=(t/t_1)^\beta$, so that $c(r)t_1=t$. The functional equation at $t_1$ gives $H(t)=(t/t_1)^\beta H(t_1)$. For $t<t_1$ choose $r=(t_1/t)^\beta$, so that $c(r)t=t_1$. The equation at $t$ gives $H(t_1)=(t_1/t)^\beta H(t)$, which is the same formula. With $\tau_0=t_1H(t_1)^{-1/\beta}$ and the proportionality to area restored,
$$S_A(t)=\exp\!\left[-\frac{A}{A_0}\left(\frac{t}{\tau_0}\right)^{\beta}\right].$$
Conversely, replacing $A$ by $rA$ here is the same as replacing $t$ by $r^{1/\beta}t$, so the Weibull law does satisfy the requirement.

At $t=\tau_0$ the reference area has $H=1$ and a failed fraction $1-e^{-1}=63.2\%$. For a general area and failed fraction $F$, setting $S_A=1-F$ and solving for time gives
$$t_F(A)=\tau_0\left[\frac{A_0}{A}\,\big(-\ln(1-F)\big)\right]^{1/\beta}.$$
The failure rate of surviving devices is $dH_A/dt=(A/A_0)(\beta/\tau_0)(t/\tau_0)^{\beta-1}$. For $\beta=1$ it is constant, and life is inversely proportional to area. For $\beta>1$ it rises with time, as wear-out requires, and life depends more weakly on area. As $\beta\to\infty$ all devices die near $\tau_0$ and area ceases to matter, which is the degenerate case of one fixed lifetime.

Other familiar laws fail the requirement. A Weibull law delayed by a dead time $\delta$ has $H\propto(t-\delta)^\beta$ for $t>\delta$. Enlarging the area by $r$ requires $ct-\delta=r^{1/\beta}(t-\delta)$, or
$$c=r^{1/\beta}-\frac{\delta\,(r^{1/\beta}-1)}{t},$$
which depends on time. For a tenfold area, $\beta=1.5$ and $\delta=0.2$ of the Weibull time scale, the largest needed factor, over the times $t$ at which the smaller area has between 99% and 1% survival, is 2.6 times the smallest. Over the same range this ratio is 2.2 for a gamma law of shape 2 and 114 for a lognormal law with $\sigma=0.8$. At the end of that range the larger area survives with probability $10^{-20}$, which no test reaches. Over the times at which the larger area itself has between 99% and 1% survival, the three ratios are 3.2, 1.6 and 4.6. For the undelayed Weibull law the needed factor stays at $10^{1/1.5}=4.64$. Two competing failure mechanisms, $H=at^{\beta_1}+bt^{\beta_2}$ with positive $a$, $b$ and unequal slopes, also fail. They obey area proportionality, but rescaling would need $c^{\beta_1}=r$ and $c^{\beta_2}=r$ together.

A measurement supplies a few area ratios, not all of them. If rescaling holds exactly and at all times, two suitable ones are enough. Suppose rescaling holds for ratios 2 and 3, with factors $2^{1/\beta_2}$ and $3^{1/\beta_3}$ (here $\beta_2$ and $\beta_3$ are labelled by the ratio). Combining them forwards and backwards gives, for all integers $i,j$,
$$H\big(2^{i/\beta_2}3^{j/\beta_3}t\big)=2^i3^jH(t).$$
If $\beta_2<\beta_3$, take $i=-k$ with $k,j>0$ and choose the fraction $j/k$ so that
$$1<\frac{j\ln3}{k\ln2}<\frac{\beta_3}{\beta_2}.$$
The left inequality makes $2^i3^j>1$, and the right one makes the time factor less than 1. $H$ would then be larger at an earlier time, which is impossible. If $\beta_2>\beta_3$, the same argument works with the roles of 2 and 3 exchanged. For $\beta_2=1.5$ and $\beta_3=1.6$ the conflict appears at $i=-3$, $j=2$: $H$ would grow by $9/8=1.125$ while time shrinks to 0.987 of its value.

So the exponents are equal, and $H$ follows the power law at all times $t_1(2^i3^j)^{1/\beta}$. These times are dense. The number $\log_23$ is irrational, since $2^p=3^q$ would equate an even and an odd number. Among $n+1$ multiples of it, folded into the unit interval, two lie within $1/n$ of each other, and their difference is a nonzero step whose multiples cross the interval with gaps no larger than $1/n$. Monotonicity then fixes $H$ between the dense times.

Ratios of 10, 100 and 1000 are not enough, because they are all powers of one number. With $t$ in units of a reference time, consider
$$H(t)=t^\beta\left[1+\varepsilon\cos\!\left(\frac{2\pi\beta\ln t}{\ln10}\right)\right].$$
Multiplying $t$ by $10^{1/\beta}$ adds $2\pi$ to the phase and multiplies $H$ by 10, so every decade of area is a pure rescaling. The law is admissible if $H$ never decreases. Let $\phi$ be the phase and $\kappa=2\pi/\ln10$. Then
$$\frac{dH}{d\ln t}=\beta t^\beta\big[1+\varepsilon(\cos\phi-\kappa\sin\phi)\big].$$
The bracket with the two trigonometric terms has the minimum $-\sqrt{1+\kappa^2}$, so for positive $\varepsilon$ the condition is $\varepsilon\le1/\sqrt{1+\kappa^2}=0.344$. With $\varepsilon=0.3$ and $\beta=1.5$ the largest time factor for a threefold area is 1.92 times the smallest over one period, although the decades show nothing. A set of test areas should therefore include a ratio such as 3 beside the decades.

Independence is just as necessary. Let each die have its own time scale $\tau_0e^{\sigma z}$, shared by all the oxide on it, with $z$ a standard normal variable. Averaged over dies,
$$\bar S_A(t)=\left\langle\exp\!\left[-\frac{A}{A_0}\left(\frac{t\,e^{-\sigma z}}{\tau_0}\right)^{\beta}\right]\right\rangle_z .$$
Area and time enter through $At^\beta$ alone, so $\bar S_{rA}(t)=\bar S_A(r^{1/\beta}t)$: the rescaling is perfect, yet the law is not Weibull for $\sigma>0$. What fails is the product rule. The mean of a square exceeds the square of a mean, so doubling the area on one die leaves more survivors than two independent areas would. At small failed fractions the exponential can be expanded to first order, and with $\langle e^{-\beta\sigma z}\rangle=e^{\beta^2\sigma^2/2}$,
$$F\simeq\frac{A}{A_0}\left(\frac{t}{\tau_0}\right)^{\beta}e^{\beta^2\sigma^2/2}.$$
At a fixed small $F$ the life is thus multiplied by $e^{-\beta\sigma^2/2}$.

A simple microscopic picture shows one way in which the power can arise. Divide the oxide into $N$ independent columns, each of which conducts by time $t$ with a small probability $p(t)$. Then $H=-N\ln(1-p)=N(p+p^2/2+\dots)$. If $p\propto t^\beta$ at early times, a large device, which dies while $p$ is still small, is nearly Weibull. At $H=1$, $p\simeq1/N$ and the quadratic term gives a relative correction of $1/(2N)$. In a simulated lattice each column had three cells, each becoming defective at a time uniform between 0 and 1, so that $p=t^3$ and $\beta=3$. Going from 400 to 1200 columns, with 20000 samples of each, changed the 63.2% life by a factor 0.691, against $3^{-1/3}=0.693$.

For a worked case take a gate oxide of 2.5 nm stressed at 3.5 V and 398 K, with $\beta=1.5$ and a 63.2% life of 200 s on a capacitor of $10^{-4}$ cm². These are rough values for accelerated tests. The chip has 0.1 cm² of gate area, a ratio of 1000. At the same stress its 63.2% life is
$$\frac{200\ \text{s}}{1000^{1/1.5}}=\frac{200\ \text{s}}{100}=2.0\ \text{s}.$$
Drawing each chip as the shortest-lived of 1000 independent pieces gave 2.01 s. If 100 ppm of chips may fail, $-\ln(1-F)\simeq10^{-4}$, and the life falls to
$$2.0\ \text{s}\times(10^{-4})^{1/1.5}=4.3\times10^{-3}\ \text{s}.$$

To reach use conditions a voltage law must be added; the Weibull argument does not supply one. Assume that life varies as $V^{-40}$, with $\beta$ and temperature unchanged. Ten years are $3.16\times10^8$ s, so the allowed voltage is
$$V=3.5\ \text{V}\left(\frac{4.31\times10^{-3}}{3.156\times10^{8}}\right)^{1/40}=1.87\ \text{V}.$$
An exponential law with the same logarithmic slope at 3.5 V, 11.4 per volt, gives 1.31 V instead. This difference of 0.56 V is the largest of the uncertainties estimated in this example, and it comes from the voltage extrapolation, not from the area statistics. With the test life held at 200 s and the power law kept, changing $\beta$ to 1.4 or 1.6 changes the chip's stress life to 2.0 or 8.4 ms and the allowed voltage to 1.84 or 1.90 V.

Real oxides break the assumptions of independence and uniformity. Let the thickness vary from die to die by 0.05 nm, and let life change by 5 decades per nm at fixed voltage, both rough values, while $\beta$ is taken to be the same on all dies. Then $\sigma=0.05\times5\times\ln10=0.576$, and, with $\beta=1.5$ and $\tau_0=200$ s taken as the values within a die of nominal thickness, the 100 ppm life is multiplied by 0.78. The slope read between 1% and 63.2% failures of the test area drops to 1.38, while the area shift still gives 1.5. At $t=\tau_0$ the doubled area survives with probability 0.202, where independence would require $0.143$. If one time factor fits all failed fractions, for area ratios such as 3 and 10, comparing the two slopes is thus a joint check on independence (i) and uniformity (ii), provided that the areas compared sample the same population of dies. Unequal slopes do not say which of the two fails. Independent areas with the weak edges treated below also keep a single factor and a slope of 1.5 in time, yet lengthening the gate by 3 or 10 gives area slopes of about 1.9 and 1.7. If no single factor fits, unequal slopes prove nothing about independence, because two competing mechanisms in independent areas can produce them too.

Unequal regions inside a chip add their contributions to $H$. If they share one $\beta$, the law stays Weibull and its time scale moves. For half the chip hotter by 10 K and an assumed activation energy of 0.6 eV, the hot half ages 1.535 times faster and the life is multiplied by $[(1+1.535^{1.5})/2]^{-1/1.5}=0.78$. For gates 200 nm long with two 20 nm edge strips, the strips take a share 0.2 of the area. If $H$ per area there is three times larger, the total is multiplied by $1+0.2\times2=1.4$ and the life by $1.4^{-1/1.5}=0.80$, relative to a gate without weak edges. Under the power law, each of these three corrections lowers the allowed voltage by about 0.01 V. For the die-to-die spread this sign depends on what the inputs mean. If 1.5 and 200 s are instead the slope and 63.2% life read from test capacitors on many dies, the slope within a die is 1.66, the 100 ppm life is 2.1 times longer than computed above, and the allowed voltage rises by about 0.035 V.

Tunnelling limits the areas that can be compared. At an assumed 2 A/cm² and 20 Ω in series, the test capacitor loses 4 mV, which lengthens its apparent life by 4.7%. At constant current density the error reaches 10% at $2.1\times10^{-4}$ cm². For the whole chip the nominal drop would be 4 V, more than the applied voltage. The estimate then no longer describes the current, but it shows that a 3.5 V source cannot keep the oxide of the whole chip near 3.5 V through this resistance. Its stress life is better inferred from small areas. The finite number of columns, by contrast, is negligible if $p(t)$ follows its power law up to the failure times: with $10^{10}$ columns of 1 nm² the quadratic term then changes $H$ at the 63.2% life by a relative $5\times10^{-11}$. Any departure of $p(t)$ from the power law adds an error of its own, which can be much larger.

Because the inputs are rough, the allowed voltages illustrate the method and are not design limits. At the stress voltage the nominal field, voltage over thickness, is 14 MV/cm; the field in the oxide itself is lower when part of the voltage falls in the electrodes. Two omissions are not sized here. Manufacturing defects can form a second population that dominates the first 100 ppm; if its slope differs from that of the sound oxide, the single rescaling fails as shown above. A circuit may also survive its first, weak breakdown, in which case the first-failure criterion underestimates its useful life. Most of the values behind these figures are listed in the numerical output.

## Table of computed values

```
lattice: layers 3, columns 400, area ratio 3
lattice: samples per area 20000
lattice: largest error of S_3A = S_A^3: 0.0050
lattice: 63.2% life ratio simulated 0.6914, law 0.6934
Weibull slope 1.5, area x10: time factor 4.6416 to 4.6416
lognormal, sigma 0.8, area x10: max/min time factor 113.666
gamma, shape 2, area x10: max/min time factor 2.161
Weibull delayed by 0.2, area x10: max/min time factor 2.605
exponents 1.5 (ratio 2), 1.6 (ratio 3): i=-3, j=2
  H factor 1.1250, time factor 0.9871
largest gap in log2(2^i 3^j): 41 points 0.0361, 200 0.0105
ripple limit: numeric 0.3441, formula 0.3441
ripple 0.3: max/min time factor, area x10 1.000000
ripple 0.3: max/min time factor, area x100 1.000000
ripple 0.3: max/min time factor, area x3 1.919
oxide 2.5 nm, stress 3.5 V, temperature 398 K
nominal field V/thickness 14.0 MV/cm
slope 1.5, test area 1e-04 cm2, chip area 0.1 cm2
area ratio 1000, life divisor 100.0
test area 63.2% life 200 s
chip 63.2% life 2.000 s, simulated 2.011 s
allowed failed fraction 100 ppm
test area life at this fraction 0.4309 s
chip life at this fraction 4.309e-03 s
voltage exponent 40, ten years 3.1558e+08 s
allowed voltage, power law 1.873 V
exponential law slope 11.43 1/V, allowed 1.311 V
slope 1.4: chip life 2.000e-03 s, allowed 1.837 V
slope 1.6: chip life 8.434e-03 s, allowed 1.904 V
die thickness sigma 0.05 nm, 5.0 decades/nm
  sigma of ln(life) 0.576, chip life factor 0.780
  slope seen from 1% to 63.2% 1.379, from area shift 1.5
  S of double area 0.2020, square of single 0.1427
half chip hotter by 10 K, activation 0.6 eV
  speed-up 1.535, chip life factor 0.780
gate 200 nm, edge strips 20 nm each
  edge share 0.20, edge hazard x3
  chip life factor from edges 0.799
tunnel current 2.0 A/cm2, series resistance 20 ohm
  drop on test area 4.0 mV, life x1.047
  nominal drop on chip area 4.0 V
  area where life is overstated by 10% 2.08e-04 cm2
columns of 1 nm2 in test area 1.0e+10
  relative error of H at the 63.2% life 5.0e-11
```
